# Dielectric relaxation time of one ohm-centimetre silicon

## Problem

A uniform piece of n-type silicon at 300 K has resistivity $\rho = 1\ \Omega\,\mathrm{cm}$ and relative permittivity $\varepsilon_r = 11.7$. A few extra electrons are placed somewhere in its interior, so that the region carries a net charge. No outside field is applied.

(a) How long does the net charge take to fall to $1/e$ of its initial value?

(b) Suppose the extra charge is a ripple of wavelength 2.0 µm whose amplitude is 1 % of the equilibrium electron density. Do diffusion, the finite amplitude or the inertia of the electrons change the answer noticeably? Take a rough typical electron mobility of 1350 cm²/Vs.

## A tempting solution

The charge decays with the time constant $\tau_d = \varepsilon\rho$, where $\varepsilon = \varepsilon_r\varepsilon_0$. The permittivity is

$$\varepsilon = 11.7 \times 8.854\times10^{-12}\ \mathrm{F/m} = 1.036\times10^{-10}\ \mathrm{F/m}.$$

The resistivity is 1. A farad times an ohm is a second, so

$$\tau_d = 1.036\times10^{-10} \times 1 = 1.04\times10^{-10}\ \mathrm{s} = 104\ \mathrm{ps}.$$

## Where it fails

The formula is right, but the lengths in the units do not cancel. The permittivity is given per metre and the resistivity in ohm-centimetres, so the product carries the unit

$$\frac{\mathrm{F}}{\mathrm{m}}\;\Omega\,\mathrm{cm} = \mathrm{s}\,\frac{\mathrm{cm}}{\mathrm{m}} = 0.01\ \mathrm{s}.$$

The result is therefore too long by a factor of 100. Since ohm-centimetre means ohm *times* centimetre, the conversion is $1\ \Omega\,\mathrm{cm} = 0.01\ \Omega\,\mathrm{m}$.

The tempting solution also took the formula on trust. Deriving it shows which conditions it needs.

## Solution of part (a)

Let $Q$ be the net charge per unit volume; the symbol $\rho$ is kept for resistivity. Let $n$ be the electron density and $n_0$ its equilibrium value. The donors are fixed and fully ionised, so they cancel the charge of $n_0$ electrons, and $Q = -q(n-n_0)$ with $q>0$.

Charge conservation says that charge leaves a region through the divergence of the current density $\mathbf J$:

$$\frac{\partial Q}{\partial t} = -\nabla\cdot\mathbf J .$$

Ohm's law gives $\mathbf J = \mathbf E/\rho$. The extra electrons alter the local resistivity slightly, but the field $\mathbf E$ is itself produced by those electrons. The change in resistivity times the field is thus of second order in the disturbance, and it is dropped for a small disturbance. With $\rho$ constant in space,

$$\nabla\cdot\mathbf J = \frac{1}{\rho}\,\nabla\cdot\mathbf E .$$

Gauss's law, $\nabla\cdot\mathbf E = Q/\varepsilon$, removes the field:

$$\frac{\partial Q}{\partial t} = -\frac{Q}{\varepsilon\rho}
\quad\Longrightarrow\quad
Q(t) = Q(0)\,e^{-t/\tau_d},\qquad \tau_d = \varepsilon\rho .$$

With the resistivity in ohm-metres,

$$\tau_d = (1.036\times10^{-10}\ \mathrm{F/m})(0.0100\ \Omega\,\mathrm m) = 1.04\times10^{-12}\ \mathrm s = 1.04\ \mathrm{ps}.$$

The answer to (a) is about one picosecond. By this exponential law, the fraction of charge left is 38 % after 1 ps, 5.5 % after 3 ps and 0.8 % after 5 ps. The inertia of the electrons, treated in part (b), makes the two later values markedly smaller.

The mobility $\mu$ enters only through the resistivity, $\rho = 1/(q\mu n_0)$. As a test, the continuity equation, the drift current and Gauss's law were solved on a periodic grid for a 1 % ripple, with diffusion left out. Electrons of mobility 1350 cm²/Vs and holes of mobility 450 cm²/Vs, both at 1 Ω cm, each gave a decay time of 1.036 ps.

The law concerns net charge. If equal numbers of extra electrons and holes are present, $Q=0$, and this mechanism has nothing to remove.

## Solution of part (b)

The three effects are treated one at a time, each with the other two left out. The electron density follows from the resistivity: $n_0 = 1/(q\mu\rho) = 4.6\times10^{15}\ \mathrm{cm^{-3}}$.

### Diffusion

Electrons also diffuse away from the crowded places. The electron current is

$$\mathbf J = q\mu n\,\mathbf E + qD\,\nabla n .$$

Since $Q=-q(n-n_0)$, the last term equals $-D\nabla Q$. To first order in the disturbance, $\mathbf J = \mathbf E/\rho - D\nabla Q$. Inserting this in charge conservation and using Gauss's law gives

$$\frac{\partial Q}{\partial t} = -\frac{Q}{\tau_d} + D\,\nabla^2 Q .$$

For a ripple $Q\propto\cos kx$ the Laplacian gives a factor $-k^2$, so the decay rate is

$$\frac1\tau = \frac1{\tau_d} + Dk^2 = \frac{1+k^2L_D^2}{\tau_d},\qquad L_D=\sqrt{D\tau_d}.$$

The length $L_D$ is the Debye length. The electrons are far from degenerate, because $n_0$ is only $1.6\times10^{-4}$ of the effective density of states of the conduction band. The Einstein relation $D=\mu k_BT/q$ therefore applies and gives $D = 34.9\ \mathrm{cm^2/s}$ and $L_D = 60\ \mathrm{nm}$. With $k = 2\pi/(2.0\ \text{µm})$, $k^2L_D^2 = 0.0357$, and

$$\tau = \frac{1.0359\ \mathrm{ps}}{1.0357} = 1.000\ \mathrm{ps}.$$

Diffusion shortens the decay time by 3.4 %. The grid solution with diffusion included also gives 1.000 ps.

For ripples much longer than $2\pi L_D$, about 380 nm here, drift does nearly all the work and the time is $\tau_d$. At that wavelength $kL_D=1$ and the two processes contribute equally, which halves the decay time as long as inertia is left out. In this material the halved time, 0.52 ps, is already a poor estimate: a kinetic treatment with collisions at the momentum relaxation time found below puts the $1/e$ time near 0.68 ps for a ripple that starts without current. For much shorter ripples the formula tends to $1/(Dk^2)$, in which the resistivity no longer appears. In this material, however, that limit lies outside the formula's range. At $kL_D=3$ it would give $\tau_d/10$, about 0.1 ps, which is shorter than the momentum relaxation time of about 0.2 ps found below, so the electrons' motion is no longer diffusive.

### Finite amplitude

Write $n=n_0(1+u)$ and leave out diffusion. In one dimension the electron continuity equation is

$$\frac{\partial n}{\partial t} = \frac1q\frac{\partial J}{\partial x} = \frac{\partial(\mu nE)}{\partial x} = \mu E\,\frac{\partial n}{\partial x} + \mu n\,\frac{\partial E}{\partial x}.$$

At a crest of the ripple the field vanishes by symmetry, which removes the first term. Gauss's law gives $\partial E/\partial x = -qn_0u/\varepsilon$. Dividing by $n_0$ and using $\tau_d=\varepsilon/(q\mu n_0)$,

$$\frac{du}{dt} = -\frac{u(1+u)}{\tau_d}.$$

The factor $1+u$ says that the crest conducts better than the undisturbed material. To integrate, separate the variables and use $1/[u(1+u)] = 1/u - 1/(1+u)$:

$$\ln\frac{u}{1+u} = \text{const} - \frac{t}{\tau_d}
\quad\Longrightarrow\quad
\frac{u(t)}{1+u(t)} = \frac{u(0)}{1+u(0)}\,e^{-t/\tau_d}.$$

For $u(0)=0.01$, the fraction of the crest left at $t=\tau_d$ is 0.3656, against $1/e=0.3679$ for a vanishingly small disturbance. The difference is 0.6 % of the latter.

For $u(0)=0.5$ the right-hand side at $t=\tau_d$ is $0.3333\times0.3679=0.1226$. Hence $u = 0.1226/(1-0.1226)=0.140$, and the fraction left is 0.28. The small-signal law is then a poor description of the crest, though the time scale is still about a picosecond. The grid solution reproduces the crest values for both amplitudes.

### Inertia of the electrons

Ohm's law assumes that the current follows the field at once. In the Drude model it follows with a delay, the momentum relaxation time $\tau_m$:

$$\tau_m\frac{\partial\mathbf J}{\partial t} + \mathbf J = \frac{\mathbf E}{\rho},\qquad \tau_m=\frac{m_c\mu}{q}.$$

The conductivity mass $m_c$ averages the inverse masses of the anisotropic valleys, $1/m_c = \tfrac13(1/m_l+2/m_t)$. With rough values of 0.92 and 0.19 electron masses for $m_l$ and $m_t$, $m_c$ is 0.258 electron masses and $\tau_m = 0.198\ \mathrm{ps}$. This is 19 % of $\tau_d$, which is not obviously negligible.

Take the divergence of the current equation, and replace $\nabla\cdot\mathbf J$ by $-\dot Q$ and $\nabla\cdot\mathbf E$ by $Q/\varepsilon$:

$$\tau_m\ddot Q + \dot Q + \frac{Q}{\tau_d} = 0 .$$

The trial solution $Q\propto e^{-st}$ gives $\tau_ms^2 - s + 1/\tau_d = 0$, so

$$s_\pm = \frac{1\pm\sqrt{1-4\tau_m/\tau_d}}{2\tau_m}.$$

The two rates are 3.74 and 1.30 per picosecond. The slower one governs the late decay, whose time constant is $1/s_- = 0.77\ \mathrm{ps}$, 26 % shorter than $\tau_d$.

The start, however, is delayed. If no current flows at $t=0$, then $\dot Q(0)=0$, and the combination of the two exponentials that satisfies this is

$$\frac{Q(t)}{Q(0)} = \frac{s_+e^{-s_-t}-s_-e^{-s_+t}}{s_+-s_-}.$$

It reaches $1/e$ at 1.08 ps, 4 % later than $\tau_d$. The slow start and the faster finish nearly compensate. For the area under the curve they compensate fully, as integrating the differential equation from zero to infinity shows:

$$-\tau_m\dot Q(0) - Q(0) + \frac1{\tau_d}\int_0^\infty Q\,dt = 0
\quad\Longrightarrow\quad
\int_0^\infty \frac{Q(t)}{Q(0)}\,dt = \tau_d .$$

For a decay that starts without current, then, $\tau_d$ remains the area under the normalised curve even though the decay is not a single exponential.

A current already flowing at the start changes both results. If it has its ohmic value, $\dot Q(0)=-Q(0)/\tau_d$, the same integration gives the area $\tau_d-\tau_m=0.84\ \mathrm{ps}$, and the charge reaches $1/e$ at 0.86 ps, 17 % earlier than $\tau_d$.

The square root becomes imaginary when $\tau_d<4\tau_m$, which is 0.79 ps here. At fixed mobility this happens below about 0.77 Ω cm. The model then predicts a damped oscillation of the charge, and $\varepsilon\rho$ can no longer be read as an exponential decay time. These figures assume one relaxation time for all electrons. In real silicon it depends on energy. If it varies as $E^{-1/2}$, as for acoustic-phonon scattering, at the same mobility, the $1/e$ time at 1 Ω cm becomes about 1.10 ps instead of 1.08 ps, and the charge already overshoots zero slightly at 0.8 Ω cm. The area under the curve stays $\tau_d$.

The answer to (b) is that, for a ripple that starts without current, the three effects taken separately change the $1/e$ time by a few per cent or less. "About one picosecond" stands, but the third digit of 1.04 ps has no meaning for a real decay. The shape of the late decay is changed more strongly, by inertia.

## Field strength and real silicon

Ohm's law also needs a low field. Integrating $\partial E/\partial x = -(q\,\delta n/\varepsilon)\cos kx$, with $\delta n$ the ripple amplitude, gives a peak field

$$E_{\text{peak}} = \frac{q\,\delta n}{\varepsilon k} = 0.23\ \mathrm{kV/cm}.$$

With a rough saturation velocity $v_s=10^7$ cm/s and the estimate $\mu(E)=\mu/\sqrt{1+(\mu E/v_s)^2}$, the mobility falls by 0.05 % at this field. That figure depends strongly on the assumed curve: replacing the exponent 2 by about 1.1, as in common fits to measured drift velocities, so that $\mu(E)=\mu/[1+(\mu E/v_s)^{1.1}]^{1/1.1}$, gives about 2 %. The loss is small in either case. The field is also less than a thousandth of a rough breakdown field of 300 kV/cm, so avalanche and tunnelling play no part.

A resistivity of 1 Ω cm is ordinary for moderately doped silicon wafers, and the mobility used is a few per cent above the roughly 1270 to 1300 cm²/Vs that empirical fits give for such material near room temperature. Working devices depart from the model most simply by running warm. If the mobility falls roughly as $T^{-2.3}$, with doping and permittivity held fixed, the same silicon at 350 K has a resistivity of 1.43 Ω cm and $\tau_d\approx1.5\ \mathrm{ps}$. This change of about 43 % (nearer 39 % with an empirical mobility fit that includes impurity scattering at this doping) exceeds each of the shifts in the $1/e$ time found above for the 1 % ripple. Devices also contain depleted regions, where hardly any mobile carriers are present. There the resistivity of the neutral material must not be inserted in $\varepsilon\rho$.

The values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
relative permittivity: 11.7
vacuum permittivity: 8.8542e-12 F/m
permittivity of silicon: 1.0359e-10 F/m
resistivity: 1.00 ohm cm = 0.0100 ohm m
dielectric relaxation time: 1.0359e-12 s = 1.036 ps
charge left after 1 ps: 38.09 %
charge left after 3 ps: 5.52 %
charge left after 5 ps: 0.80 %
temperature: 300 K
electron mobility (rough): 1350 cm2/Vs
hole mobility in p-type test (rough): 450 cm2/Vs
electron density n0: 4.623e+15 cm^-3
ripple: amplitude 1 % of n0, wavelength 2.0 um
grid decay time, electrons, no diffusion: 1.0359 ps
grid decay time, holes, no diffusion: 1.0359 ps
diffusion coefficient: 34.9 cm2/s
Debye length: 60.1 nm
(k L_D)^2: 0.0357
decay time with diffusion, formula: 1.0002 ps
decay time with diffusion, grid: 1.0002 ps
small-signal fraction left at tau_d: 0.3679
crest fraction left at tau_d, 1 % start: 0.3656
crest fraction left at tau_d, 50 % start: 0.2795
valley masses (rough): long. 0.92, transv. 0.19 m_e
conductivity mass: 0.258 m_e
momentum relaxation time: 0.198 ps
ratio tau_m/tau_d: 0.191
inertial decay rates: 3.743 and 1.301 per ps
late decay time with inertia: 0.769 ps
1/e time with inertia, current from zero: 1.078 ps
area under decay with inertia: 1.0359 ps
peak field of ripple: 0.228 kV/cm
saturation velocity (rough): 1.0e+07 cm/s
mobility loss at peak field: 0.047 %
breakdown field (rough): 300 kV/cm
peak field / breakdown field: 7.6e-04
density-of-states mass (rough): 1.08 m_e
effective density of states: 2.82e+19 cm^-3
degeneracy measure n0/N_c: 1.6e-04
intrinsic density (rough): 1e+10 cm^-3
hole / electron conductivity: 1.6e-12
mobility power of 1/T (rough): 2.3
resistivity at 350 K: 1.43 ohm cm
relaxation time at 350 K: 1.48 ps
```
